\section*{Segregation enthalpy of a dopant from interface occupancies at two temperatures}

\section*{Problem}

A silicide film on silicon contains a dopant that collects at the silicide--silicon interface. Two specimens are annealed until the dopant is in equilibrium between film and interface, one at $T_1=700$ K and the other at $T_2=800$ K. Both are then cooled fast enough to preserve the distribution. The occupied fractions of the interface sites are $X_1=0.20$ and $X_2=0.10$. The occupied fraction $x$ of sites inside the film is small and is the same in both specimens, but its value is not given.

Let $H$ be the enthalpy gain, positive when moving a dopant from the film interior to the interface lowers the enthalpy. Let $S$ be the excess entropy of that move, not counting the choice of sites. Take both as independent of temperature.

\begin{enumerate}
\item[(a)] Derive the relation between $X$, $x$ and $T$ for non-interacting dopants, at most one per site.
\item[(b)] Find $H$. How does the answer change if the blocking of occupied sites is ignored?
\item[(c)] Predict $X$ at 750 K for the same $x$. Estimate $x$ itself.
\item[(d)] Find the uncertainty of $H$ if each occupancy is uncertain by 0.01 and each temperature by 2 K, all errors being independent.
\item[(e)] The film is 20 nm thick, with $n_v=4\times10^{22}$ interior sites per cm$^3$ and $N_s=7\times10^{14}$ interface sites per cm$^2$. What doses give equal $x$? What would be inferred if both specimens had the 700 K dose instead? Take $S=0$.
\item[(f)] How do interactions between the segregated dopants, including electrostatic ones, change the result?
\item[(g)] What diffusivity lets the film equilibrate within one hour at 700 K?
\end{enumerate}

\section*{Solution}

\subsection*{(a) The McLean isotherm}

Let there be $M$ interface sites, $N$ interior sites and $n$ dopants, of which $m$ are at the interface. The statistical weight of this division is
\begin{equation}
W(m)=\binom{M}{m}\binom{N}{n-m}
\exp\!\left[m\left(\frac{H}{kT}+\frac{S}{k}\right)\right].
\end{equation}
The binomials count the arrangements on each class of sites. The exponential has a positive sign because $H$ is an enthalpy \emph{lowering}. Moving one more dopant to the interface changes the weight by the factor
\begin{equation}
\frac{W(m+1)}{W(m)}=\frac{M-m}{m+1}\,\frac{n-m}{N-n+m+1}\,
e^{H/kT+S/k}.
\end{equation}
The weight is largest where this factor equals one. For large numbers the added ones can be dropped. With $X=m/M$ and $x=(n-m)/N$, the condition becomes
\begin{equation}
\frac{1-X}{X}\,\frac{x}{1-x}\,e^{H/kT+S/k}=1,
\end{equation}
or
\begin{equation}
\frac{X}{1-X}=\frac{x}{1-x}\,e^{S/k}\,e^{H/kT}.
\label{eq:mclean}
\end{equation}
This is the McLean isotherm. For $H>0$ and fixed $x$, the interface fills as $T$ falls, with $X\to1$ as $T\to0$. On heating, the enthalpy gain counts for less and dopants return to the more numerous interior sites.

\subsection*{(b) The enthalpy gain}

Take the logarithm of Eq.~(\ref{eq:mclean}) at each temperature:
\begin{equation}
\ln\frac{X_i}{1-X_i}=\ln\frac{x}{1-x}+\frac{S}{k}+\frac{H}{kT_i},
\qquad i=1,2.
\end{equation}
The first two terms on the right are the same in both specimens. Subtraction removes them, so neither $x$ nor $S$ needs to be known:
\begin{equation}
H=\frac{\ln\dfrac{X_1/(1-X_1)}{X_2/(1-X_2)}}{\beta_1-\beta_2},
\qquad \beta_i=\frac{1}{kT_i}.
\label{eq:H}
\end{equation}
The odds $X/(1-X)$ are $0.20/0.80=1/4$ and $0.10/0.90=1/9$. Their ratio is $9/4$, whose logarithm is $0.8109$. With $\beta_1=16.578$ eV$^{-1}$ and $\beta_2=14.506$ eV$^{-1}$, the difference is $2.072$ eV$^{-1}$, and
\begin{equation}
H=\frac{0.8109}{2.072\ \mathrm{eV^{-1}}}=0.39\ \mathrm{eV}
\quad(38\ \mathrm{kJ/mol}).
\end{equation}
The sign is as expected: the occupancy falls on heating, so segregation lowers the enthalpy.

Ignoring blocking means replacing $X/(1-X)$ by $X$. The ratio is then 2 instead of $9/4$, and the result is $\ln 2/2.072=0.33$ eV, about 15\% lower. The missing part is $\ln(0.90/0.80)/2.072=0.06$ eV. Blocking matters here because a fifth of the interface sites are already filled at 700 K.

\subsection*{(c) Occupancy at 750 K and the interior fraction}

At fixed $x$, the logarithm of the odds is linear in $1/T$. The position of 750 K between the two anneals on that scale is
\begin{equation}
\frac{1/700-1/750}{1/700-1/800}=\frac{50}{100}\cdot\frac{800}{750}=0.533.
\end{equation}
Therefore
\begin{equation}
\ln\frac{X}{1-X}=\ln\frac14-0.533\,\ln\frac94=-1.819.
\end{equation}
The odds are $0.162$, and $X=0.162/1.162=0.14$.

The interior fraction does require $S$. Since $x\ll1$, Eq.~(\ref{eq:mclean}) gives
\begin{equation}
x\simeq\frac{X_1}{1-X_1}\,e^{-S/k}e^{-H/kT_1}.
\end{equation}
For $S=0$, $H/kT_1=6.487$ and $x=0.25\,e^{-6.487}=3.8\times10^{-4}$. An excess entropy of $1k$ would lower this to $1.4\times10^{-4}$. The two occupancies thus determine $H$ but leave $x$ and $S$ tied together. A separate measurement of $x$ would determine $S$, but only to about $\pm1k$ with the measurement errors assumed in part (d), mainly because the error of $H$ is multiplied by $1/kT_1$. For the same reason, the value of $x$ found for $S=0$ is uncertain by a factor of nearly three.

\subsection*{(d) Uncertainty}

Since $d\ln[X/(1-X)]/dX=1/[X(1-X)]$, independent errors $\delta X$ give, to first order,
\begin{align}
\delta H_X&=\frac{1}{\beta_1-\beta_2}
\sqrt{\left(\frac{\delta X}{X_1(1-X_1)}\right)^2+
\left(\frac{\delta X}{X_2(1-X_2)}\right)^2}\nonumber\\
&=\frac{\sqrt{0.0625^2+0.111^2}}{2.072}\ \mathrm{eV}=0.06\ \mathrm{eV}.
\end{align}
For the temperatures, $d\beta_i/dT_i=-\beta_i/T_i$. Differentiating the denominator of Eq.~(\ref{eq:H}) gives
\begin{equation}
\delta H_T=\frac{H}{\beta_1-\beta_2}
\sqrt{\left(\frac{\beta_1\delta T}{T_1}\right)^2+
\left(\frac{\beta_2\delta T}{T_2}\right)^2}=0.01\ \mathrm{eV}.
\end{equation}
The occupancy errors dominate, and the smaller occupancy contributes more. The result is $H=0.39\pm0.06$ eV within the model. Raising $T_2$ would increase $\beta_1-\beta_2$, but at the same $x$ it would also lower $X_2$ and so enlarge the term $\delta X/[X_2(1-X_2)]$. With the errors assumed here, the uncertainty of $H$ is smallest, about 0.05 eV, for $T_2$ near 880 K and grows again at higher $T_2$.

\subsection*{(e) A thin film is a small reservoir}

The film has $n_vL=8\times10^{16}$ interior sites per cm$^2$. Neglecting dopants at grain boundaries, at the outer surface and in the silicon, the total dose $Q$ is shared according to
\begin{equation}
Q=n_vL\,x+N_sX.
\label{eq:dose}
\end{equation}
With $x=3.8\times10^{-4}$, the interior holds $3.0\times10^{13}$ cm$^{-2}$. The interface holds $1.4\times10^{14}$ cm$^{-2}$ at 700 K and $7.0\times10^{13}$ cm$^{-2}$ at 800 K. Equal interior fractions therefore require doses of $1.7\times10^{14}$ and $1.0\times10^{14}$ cm$^{-2}$, respectively.

Suppose instead that both specimens receive the larger dose. Dopants released from the interface at 800 K stay in the film and raise $x$. Solving Eqs.~(\ref{eq:mclean}) and (\ref{eq:dose}) together at 800 K, with the same $H$ and $S=0$, gives $x=6.8\times10^{-4}$ and $X=0.166$ rather than $0.10$. Inserting this occupancy in Eq.~(\ref{eq:H}) would yield an apparent enthalpy of only $0.11$ eV.

The reason follows from keeping the interior fractions $x_1$ and $x_2$ distinct in the subtraction:
\begin{equation}
H(\beta_1-\beta_2)=\ln\frac{X_1/(1-X_1)}{X_2/(1-X_2)}
+\ln\frac{x_2/(1-x_2)}{x_1/(1-x_1)}.
\end{equation}
The omitted last term is about $\ln(6.8/3.8)=0.58$, which corresponds to the missing $0.28$ eV. Equality of $x$ is thus an essential condition, although its value cancels.

\subsection*{(f) Interacting and charged dopants}

In mean field, let the gain depend linearly on occupancy, $H_0+wX$, with $w>0$ for attraction. Replacing $H$ by this expression in the two logarithmic equations and subtracting gives
\begin{equation}
\ln\frac{X_1/(1-X_1)}{X_2/(1-X_2)}
=H_0(\beta_1-\beta_2)+w(\beta_1X_1-\beta_2X_2).
\end{equation}
Division by $\beta_1-\beta_2$ shows what Eq.~(\ref{eq:H}) really returns:
\begin{equation}
H=H_0+w\,\frac{X_1T_2-X_2T_1}{T_2-T_1}
=H_0+w\,\frac{160-70}{100}=H_0+0.90\,w.
\end{equation}
An attraction $w=0.05$ eV would mean $H_0=0.35$ eV. The factor $0.90$ is much larger than either occupancy because the interaction changes the gain between the two anneals, and this change is read as part of the slope.

For an electrostatic estimate, give each segregated dopant an effective charge $fe$ at distance $d$ from the metallic silicide. The sheet charge is $\sigma=feN_sX$, and the field energy per area is $U=\sigma^2d/(2\varepsilon)$. The energy cost of adding one dopant is
\begin{equation}
\frac{1}{N_s}\frac{dU}{dX}=\frac{f^2e^2N_sd}{\varepsilon}\,X,
\qquad\text{so}\qquad
w=-\frac{f^2e^2N_sd}{\varepsilon}.
\end{equation}
Take $d=0.3$ nm and relative permittivity 11.7. For $f=0.1$, $w=-0.03$ eV and $H_0=0.42$ eV, a modest correction. For $f=1$, $w=-3.2$ eV and $H_0$ would have to be 3.3 eV. The potential step $\sigma d/\varepsilon$ at 700 K is 0.065 V in the first case and 0.65 V in the second. The smooth sheet overstates the repulsion: a sum over point charges on a square lattice of sites, each with its image in the metal, makes $|w|$ about a third smaller, which in mean field lowers $H_0$ for $f=1$ to about 2.4 eV. Even then, the isotherm with $S=0$ and the gain $H_0+wX$ would require an interior fraction below $10^{-14}$, so full charging is a limiting case rather than a realistic one. A bulk permittivity is also crude at this distance, so these are estimates of size. They show that reading 0.39 eV as the gain of an isolated dopant presumes strongly screened or nearly neutral dopants.

\subsection*{(g) Time to equilibrate}

Let $u(z,t)$ be a small departure of the interior fraction from equilibrium. The outer surface $z=0$ is sealed, and the interface is at $z=L$. If the interface follows the adjacent film, its content changes by $n_v\kappa u$ per area, where
\begin{equation}
\kappa=\frac{N_s}{n_v}\frac{dX}{dx}
=\frac{N_s}{n_v}\frac{X(1-X)}{x(1-x)}.
\end{equation}
The derivative follows from Eq.~(\ref{eq:mclean}) at fixed $T$. At 700 K, with the value of $x$ found for $S=0$, $\kappa=74$ nm: the interface takes up as many dopants as 74 nm of additional film would.

The mode $u=\cos(qz)\,e^{-Dq^2t}$ satisfies the diffusion equation and has no flux at $z=0$. At $z=L$, the interface gains what diffusion delivers, $\kappa\,\partial_tu=-D\,\partial_zu$, so
\begin{equation}
-\kappa Dq^2\cos qL=Dq\sin qL
\quad\Longrightarrow\quad \tan qL=-\kappa q.
\end{equation}
The smallest positive root is $qL=1.73$. Decay to 1\% in $t=3600$ s requires $Dq^2t=\ln100$, hence
\begin{equation}
D=\frac{\ln 100}{(1.73)^2}\,\frac{(20\times10^{-7}\ \mathrm{cm})^2}{3600\ \mathrm{s}}
\simeq1.7\times10^{-15}\ \mathrm{cm^2/s}.
\end{equation}
This value refers to the slowest mode alone, and a real starting profile enters that mode with an amplitude other than one. For a film that starts uniform at the 700 K dose, the departure of the interface occupancy falls to 1\% of its initial size within the hour for $D\simeq1.6\times10^{-15}$ cm$^2$/s, while the largest departure inside the film needs $D\simeq1.8\times10^{-15}$ cm$^2$/s. The result is therefore an estimate of the required diffusivity, not a sharp threshold, and it assumes that exchange across the interface itself is fast.

\subsection*{Relation to real contacts}

The film thickness, site densities and anneal temperatures are rough values in the regime of nickel monosilicide contacts on silicon; the occupancies are givens of the exercise, not data for a particular dopant. If only the anneal temperature is varied, the dose is fixed, and $x$ then differs between the anneals whenever the interface holds a notable share of the dopants. For the film considered here, with $S=0$, that alone moves the inferred enthalpy from 0.39 to 0.11 eV. The size of the shift depends on $S$: if the dose is again chosen to give $X_1=0.20$, the inferred value is 0.20 eV for $S=-1k$ and 0.05 eV for $S=+1k$. Dopants may also be pushed to the interface by the growing silicide. Unless a later anneal restores equilibrium, their occupancy reflects growth kinetics, and Eq.~(\ref{eq:H}) does not give an equilibrium enthalpy. The numerical output below lists the main values to more digits.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Temperatures: 700 K and 800 K
Interface occupancies: 0.20 and 0.10
Boltzmann constant: 8.617333e-05 eV/K
Odds X/(1-X): 0.25000 and 0.11111
Ratio of odds: 2.2500
Logarithm of ratio: 0.81093
1/T1 - 1/T2: 1.78571e-04 1/K
1/(kT1), 1/(kT2): 16.5779, 14.5056 1/eV
Difference of 1/(kT): 2.07224 1/eV
Enthalpy gain H: 0.3913 eV
Enthalpy gain H: 37.76 kJ/mol
H without blocking factors: 0.3345 eV
H/(kT1): 6.4874
Interior fraction, S=0: 3.805e-04
Interior fraction, S=1k: 1.400e-04
Predicted occupancy at 750 K: 0.1396
Occupancy error assumed: 0.01; error of H: 0.062 eV
Temperature error assumed: 2 K; error of H: 0.011 eV
Film thickness: 20 nm
Interior site density: 4.0e+22 cm^-3
Interface site density: 7.0e+14 cm^-2
Interior dopant density, S=0: 1.52e+19 cm^-3
Dopants in film interior: 3.04e+13 cm^-2
Dopants at interface, 700 K: 1.40e+14 cm^-2
Dopants at interface, 800 K: 7.00e+13 cm^-2
Doses for equal x: 1.70e+14 and 1.00e+14 cm^-2
Equal dose, 800 K: interior fraction 6.801e-04
Equal dose, 800 K: interface occupancy 0.1658
Equal dose: apparent enthalpy 0.111 eV
Interaction weight (shift of H per w): 0.9000
Attraction w=0.05 eV: true H0 0.3463 eV
Dipole distance: 0.3 nm; rel. permittivity 11.7
Charge 0.1 e: w -0.0325 eV, true H0 0.421 eV
Charge 0.1 e, 700 K: field 2.17 MV/cm
Charge 0.1 e, 700 K: potential step 0.0650 V
Charge 1.0 e: w -3.2478 eV, true H0 3.314 eV
Charge 1.0 e, 700 K: field 21.65 MV/cm
Charge 1.0 e, 700 K: potential step 0.6496 V
Interface capacity length kappa, 700 K: 73.6 nm
Slowest mode qL, 700 K: 1.7268
Diffusivity for 99% decay in 1 h: 1.72e-15 cm^2/s
\end{verbatim}
